# Computing Phase Integrals of Nonlinear Compton Scattering in a Finite Pulse, part 1

(Sections cited here and not found follow in the second part.)

## Phase integrals of nonlinear Compton scattering in a finite pulse

### A phase with two slopes

Let a real phase $\Phi(\varphi)$, odd in $\varphi$, have slope $s+\kappa$ for $|\varphi|<T$ and slope $s>0$ outside, so that $\Phi=s\varphi+\kappa T$ for $\varphi>T$. The integral over the inner region is
$$B_1=\int_{-T}^{T}e^{i(s+\kappa)\varphi}d\varphi=\frac{2\sin[(s+\kappa)T]}{s+\kappa}.$$
The integral of $e^{i\Phi}$ over the whole line does not exist, so we cut it at $\pm L$. The right outer piece is $(e^{i\Phi(L)}-e^{i(s+\kappa)T})/(is)$ and the left piece is its complex conjugate. Their sum is $(2/s)\{\sin\Phi(L)-\sin[(s+\kappa)T]\}$. Adding the inner piece and using $1/(s+\kappa)-1/s=-\kappa/[s(s+\kappa)]$,
$$\int_{-L}^{L}e^{i\Phi}d\varphi=-\frac{\kappa}{s}B_1+\frac{2}{s}\sin\Phi(L).$$
The first term belongs to the region where the slope changes. The second belongs to the cut, oscillates with $L$ for ever, and is not reduced by any refinement of a grid. Dropping it is the same as demanding $\int\Phi'e^{i\Phi}d\varphi=0$, that is $sB_0+\kappa B_1=0$. Photon emission by an electron in a laser pulse contains this integral, and there gauge invariance supplies the demand.

### Volkov states

We use Hartree atomic units with Gaussian fields, $c=1/\alpha_{\rm fs}$, metric $(+,-,-,-)$ and $x^\mu=(ct,\mathbf r)$. The electron has $p^2=c^2$ and spinors with $(\not p-c)u=0$, $\bar uu=2c$, $u^\dagger u=2p^0$. The pulse is a plane wave depending on $\varphi=k\cdot x$, $k=(\omega/c)(1,0,0,1)$. Its potential in momentum units, $\mathcal A=qA/c$, obeys $k\cdot\mathcal A=0$, so $\not k$ and $\not{\mathcal A}$ anticommute and $\not k\not k=0$. Define
$$E_p=1+\frac{\not k\not{\mathcal A}}{2k\cdot p},\qquad \bar E_p=1+\frac{\not{\mathcal A}\not k}{2k\cdot p},\qquad \pi_p=p-\mathcal A+k\,S_p',\qquad S_p'=\frac{2p\cdot\mathcal A-\mathcal A^2}{2k\cdot p}.$$
$\bar E_p=\gamma^0E_p^\dagger\gamma^0$ is also the inverse of $E_p$, because $\bar E_p=1-\not k\not{\mathcal A}/2k\cdot p$ and $(\not k\not{\mathcal A})^2=-\not k\not k\not{\mathcal A}\not{\mathcal A}=0$. Expanding the square gives $\pi_p^2=c^2-2p\cdot\mathcal A+\mathcal A^2+2k\cdot p\,S_p'=c^2$, and $k\cdot\pi_p=k\cdot p$.

One product serves both the Dirac equation and the spin sum. Take two values $\mathcal A_1,\mathcal A_2$ of the potential, $\Delta=\mathcal A_1-\mathcal A_2$, and use $\not a\not b\not d=(a\cdot b)\not d-(a\cdot d)\not b+(b\cdot d)\not a+[a\,b\,d]$, where $[a\,b\,d]$ is the totally antisymmetrised product. Then
$$\not k\not{\mathcal A}_1\not p=-(k\cdot p)\not{\mathcal A}_1+(p\cdot\mathcal A_1)\not k+[k\,\mathcal A_1\,p],\qquad \not p\not{\mathcal A}_2\not k=(p\cdot\mathcal A_2)\not k-(k\cdot p)\not{\mathcal A}_2-[k\,\mathcal A_2\,p].$$
Moving both $\not k$ inward and using $\not k\not p\not k=2(k\cdot p)\not k$,
$$\not k\not{\mathcal A}_1\not p\not{\mathcal A}_2\not k=2(k\cdot p)\not{\mathcal A}_1\not k\not{\mathcal A}_2=-2(k\cdot p)\{(\mathcal A_1\cdot\mathcal A_2)\not k+[k\,\mathcal A_1\,\mathcal A_2]\}.$$
Since $[k\,\mathcal A_1\,\mathcal A_2]=[k\,\Delta\,\mathcal A_2]$, the terms collect to
$$E_{p,1}\not p\,\bar E_{p,2}=\not V+T,\qquad T=\frac{[k\;\Delta\;(p-\mathcal A_2)]}{2k\cdot p},$$
$$V=p-\frac{\mathcal A_1+\mathcal A_2}{2}+k\,\frac{p\cdot\mathcal A_1+p\cdot\mathcal A_2-\mathcal A_1\cdot\mathcal A_2}{2k\cdot p}=\bar\pi+\frac{k\,\Delta^2}{4k\cdot p},\tag{1}$$
with $\bar\pi=(\pi_1+\pi_2)/2$; the last form follows because $V-\bar\pi=k(\mathcal A_1^2+\mathcal A_2^2-2\mathcal A_1\cdot\mathcal A_2)/4k\cdot p$. For $\Delta=0$, (1) gives $\not\pi_pE_p=E_p\not p$.

Now put $\psi_p=E_pu\,e^{-ip\cdot x-iS_p(\varphi)}$ into $(i\not\partial-\not{\mathcal A}-c)\psi=0$. The derivative of the exponent gives $\not p+\not kS_p'$, and the derivative of $E_p$ gives $i\not kE_p'\propto\not k\not k=0$. What remains is $(\not\pi_p-c)E_pu=E_p(\not p-c)u=0$, so $\psi_p$ is an exact solution.

### Amplitude and phase

At tree level the emission of a photon $k'$ with frequency $\omega'>0$ and real polarisation $\epsilon$ is governed by $\int d^4x\,\bar\psi_{p'}\not\epsilon\,e^{ik'\cdot x}\psi_p$. With $x^-=x^0-x^3$, $x^+=(x^0+x^3)/2$, and the same definitions for momenta, $d^4x=dx^+dx^-d^2x_\perp$, $\varphi=(\omega/c)x^-$ and $P\cdot x=P^-x^++P^+x^--\mathbf P_\perp\cdot\mathbf x_\perp$. For $P=p'+k'-p$ the integrals over $x^+$ and $\mathbf x_\perp$ give $(2\pi)^3\delta(P^-)\delta^2(\mathbf P_\perp)$. A vector with only a plus component is proportional to $k$, so $p+sk=p'+k'$, and in particular $k\cdot p'=k\cdot p-k\cdot k'$. Squaring $p'=p+sk-k'$ gives $0=2s\,k\cdot p-2p\cdot k'-2s\,k\cdot k'$, hence
$$s=\frac{p\cdot k'}{k\cdot p'}>0 .$$
The remaining integral is $(c/\omega)M$ with $M=\int d\varphi\;\bar u'\bar E_{p'}\not\epsilon E_pu\;e^{i\Phi}$ and $\Phi'=s+S_{p'}'-S_p'$. The integration constant is an overall phase, fixed by $\Phi(0)=0$.

For linear polarisation $\mathcal A=c\,a(\varphi)e$, $e=(0,1,0,0)$, $\mathcal A^2=-c^2a^2$. Using $1/k\cdot p'-1/k\cdot p=k\cdot k'/(k\cdot p\;k\cdot p')$,
$$\Phi'=s+\alpha_1a+\beta_2a^2,\qquad \alpha_1=c\,e\cdot\Big(\frac{p'}{k\cdot p'}-\frac{p}{k\cdot p}\Big),\qquad \beta_2=\frac{c^2\,k\cdot k'}{2\,k\cdot p\;k\cdot p'}.$$
Subtracting the two kinetic momenta and using $p-p'=k'-sk$ gives $\pi_p-\pi_{p'}=k'-sk-k(S'_{p'}-S'_p)$, or
$$k'=\pi_p-\pi_{p'}+k\,\Phi'.\tag{2}$$
Squaring $\pi_{p'}=\pi_p-k'+k\Phi'$ gives $0=-2k'\cdot\pi_p+2\Phi'(k\cdot p-k\cdot k')$, so $\Phi'=k'\cdot\pi_p/k\cdot p'$. The product of a future lightlike and a future timelike vector is positive. The phase therefore has no real stationary point, which expresses that at no instant can the electron emit a photon without taking momentum from the field.

In the vertex, $\not k\not\epsilon\not k=2(k\cdot\epsilon)\not k$ and $\not{\mathcal A}\not k\not{\mathcal A}=-\mathcal A^2\not k=c^2a^2\not k$ turn the quadratic term into $c^2a^2(k\cdot\epsilon)\not k/(2\,k\cdot p\;k\cdot p')$. Thus
$$M=\bar u'\Big[\not\epsilon B_0+cB_1\Big(\frac{\not e\not k\not\epsilon}{2k\cdot p'}+\frac{\not\epsilon\not k\not e}{2k\cdot p}\Big)+c^2B_2\frac{(k\cdot\epsilon)\not k}{2\,k\cdot p\;k\cdot p'}\Big]u,\qquad B_j=\int_{-\infty}^{\infty}a^je^{i\Phi}d\varphi .$$
We assume that $a\to0$ at both ends with $a$ integrable. Then $B_1$ and $B_2$ converge absolutely, $\Phi\to s\varphi+\Phi_\pm$ at the two ends, and $B_0$ diverges as in the two-slope example. If the pulse leaves $a(+\infty)\ne0$, $B_1$ and $B_2$ diverge too, the outgoing momentum is $\pi_{p'}(+\infty)$ and not $p'$, and the formulas below must be rebuilt.

### Fixing $B_0$

The amplitude must not change under $\epsilon\to\epsilon+\lambda k'$, so it must vanish for $\epsilon\to k'$. Insert (2). To the right, $\not\pi_pE_pu=cE_pu$. To the left, the Dirac adjoint of $\not\pi_{p'}E_{p'}=E_{p'}\not p'$ gives $\bar u'\bar E_{p'}\not\pi_{p'}=c\,\bar u'\bar E_{p'}$. These two terms cancel. In the third, $\bar E_{p'}\not kE_p=\not k$ because every correction contains $\not k\not k$. Hence
$$M(\epsilon\to k')=\bar u'\not ku\int\Phi'e^{i\Phi}d\varphi=\bar u'\not ku\,(sB_0+\alpha_1B_1+\beta_2B_2).$$
The spin sum of $|\bar u'\not ku|^2$ is ${\rm Tr}[(\not p'+c)\not k(\not p+c)\not k]=8\,k\cdot p\;k\cdot p'>0$, so the spinor factor is nonzero for some spins, and
$$B_0=-\frac{\alpha_1B_1+\beta_2B_2}{s}.\tag{3}$$
Once $B_0$ is computed from (3), the Ward identity holds for any numbers $B_1,B_2$, right or wrong. It is therefore no test of the quadrature.

Equation (3) agrees with switching the interaction off far from the pulse. For a window $w$ that vanishes at infinity, write $s=\Phi'-\alpha_1a-\beta_2a^2$ and integrate by parts, $\int w\Phi'e^{i\Phi}d\varphi=-i\int w\,d(e^{i\Phi})=i\int w'e^{i\Phi}d\varphi$:
$$s\int we^{i\Phi}d\varphi=i\int w'e^{i\Phi}d\varphi-\int w\,(\alpha_1a+\beta_2a^2)e^{i\Phi}d\varphi.\tag{4}$$
If $w=1$ wherever $a$ matters, the last term is $sB_0$ and the first term, divided by $s$, is the excess over (3). Take $a$ even, so that $\Phi$ is odd, the $B_j$ are real and $\Phi_\pm=\pm\Phi_\infty$. A hard cut has $w'=\delta(\varphi+L)-\delta(\varphi-L)$ and excess $(i/s)(e^{-i\Phi(L)}-e^{i\Phi(L)})=(2/s)\sin\Phi(L)$. The window $w=\tfrac12\{{\rm erf}[(\varphi+W)/\sigma]-{\rm erf}[(\varphi-W)/\sigma]\}$ replaces each delta function by a normalised Gaussian $e^{-u^2/\sigma^2}/\sigma\sqrt\pi$. If these lie outside the pulse, where the phase is linear, each averages $e^{isu}$ to $e^{-s^2\sigma^2/4}$, and the excess is
$$\frac2s\sin(sW+\Phi_\infty)\,e^{-s^2\sigma^2/4}.\tag{5}$$
For Abel damping $w=e^{-\eta|\varphi|}$, $w'=-\eta\,{\rm sgn}(\varphi)\,w$. The integral of ${\rm sgn}(\varphi)\,we^{i\Phi}$ stays bounded, because the core contributes at most $2L$ and the tails have modulus at most $1/|\eta\mp is|\le1/s$ each. In the last term of (4), $|1-w|\le\eta|\varphi|$. The excess is $O(\eta)$ if $|\varphi a|$ is integrable. As distributions in $s$ the tails behave as $1/(\eta\mp is)\to\pi\delta(s)\pm i\,{\rm P}(1/s)$, and the $\delta(s)$ term plays no part because $s>0$.

A third form uses $\Phi'>0$. With $e^{i\Phi}d\varphi=d(e^{i\Phi})/i\Phi'$, integration by parts gives the same $w'$ term as before and $-\int w\,(1/i\Phi')'e^{i\Phi}d\varphi$, so $B_0=-i\int\Phi''\Phi'^{-2}e^{i\Phi}d\varphi$. It is a good check and a poor algorithm, since the complex zeros of $\Phi'$ become double poles near the real axis.

### Spin sum and spectrum

Write $M=\epsilon_\mu M^\mu$. In a frame of axes with $\mathbf k'$ along the third axis, $k'\cdot M=0$ means $M^0=M^3$, so the sum over the two physical polarisations equals $-M^\mu M^*_\mu$. This step needs (3). Averaging over the initial spin and summing over the final one gives $\langle|M|^2\rangle=\iint\mathcal T\,e^{i\Phi_1-i\Phi_2}d\varphi_1d\varphi_2$ with
$$\mathcal T=-\tfrac12{\rm Tr}[Y\gamma^\mu X\gamma_\mu],\qquad X=E_{p,1}(\not p+c)\bar E_{p,2},\qquad Y=E_{p',2}(\not p'+c)\bar E_{p',1}.$$
The mass part of $X$ is $c\,(1+\not k\not{\mathcal A}_1/2k\cdot p+\not{\mathcal A}_2\not k/2k\cdot p)$, a scalar plus antisymmetric products of two matrices. The contractions $\gamma^\mu\not a\gamma_\mu=-2\not a$, $\gamma^\mu\not a\not b\gamma_\mu=4a\cdot b$ and $\gamma^\mu\not a\not b\not d\gamma_\mu=-2\not d\not b\not a$ remove the two-matrix terms and, since reversal flips the sign of $[a\,b\,d]$, double $T$: $\gamma^\mu X\gamma_\mu=4c-2\not V+2T$. By (1) with $1\leftrightarrow2$, $Y$ contains $c$, $\not V'$ and $T'=-[k\,\Delta\,(p'-\mathcal A_1)]/2k\cdot p'$. Antisymmetric products of different rank have zero trace against each other, so
$$\mathcal T=-8c^2+4V\cdot V'-{\rm Tr}[T'T].$$
For rank three, ${\rm Tr}([a_1a_2a_3][b_1b_2b_3])=-4\det(a_i\cdot b_j)$; the sign is that of reversing three factors. The first row of the determinant is $(0,0,k\cdot p)$, the first column is $(0,0,k\cdot p')$, and the central element is $\Delta^2$, so $\det=-k\cdot p\;k\cdot p'\,\Delta^2$ and ${\rm Tr}[T'T]=\det/(k\cdot p\;k\cdot p')=-\Delta^2$.

For the vector part, $\pi_1-\pi_2=-\Delta+\lambda k$ has square $\Delta^2$, so $\pi_1\cdot\pi_2=c^2-\Delta^2/2$ and $\bar\pi^2=c^2-\Delta^2/4$; the same holds for $\bar\pi'$. Averaging (2), $\bar\pi-\bar\pi'=k'-k\bar\Phi'$ with $\bar\Phi'=(\Phi_1'+\Phi_2')/2$, and squaring gives $\bar\pi\cdot\bar\pi'=c^2-\Delta^2/4+k\cdot k'\,\bar\Phi'$. With $r=k\cdot p/k\cdot p'$, $V\cdot V'=\bar\pi\cdot\bar\pi'+(r+1/r)\Delta^2/4$. Therefore
$$\mathcal T=-4c^2+(r+1/r)\Delta^2+2\,k\cdot k'\,(\Phi_1'+\Phi_2').$$
The last term integrates to zero by (3). With $\Delta^2=-c^2(a_1^2+a_2^2-2a_1a_2)$,
$$\langle|M|^2\rangle=4c^2\Big[-|B_0|^2+\tfrac12\Big(r+\frac1r\Big)\big(|B_1|^2-{\rm Re}\,B_0B_2^*\big)\Big].\tag{6}$$

For the normalisation take a volume $\mathcal V$. The action is $\int d^4x\,\bar\psi(i\not\partial-\not{\mathcal A}-c)\psi$, each electron carries $(2p^0\mathcal V)^{-1/2}$, and the photon mode $A=(2\pi c^2/\omega'\mathcal V)^{1/2}\epsilon$ gives $|qA/c|=(2\pi/\omega'\mathcal V)^{1/2}$. Because $|dp^-/dp^3|=p^-/p^0$, the squared delta function contributes $(2\pi)^3\delta(0)\delta^2(0)=\mathcal Vp^0/p^-$ for the incoming state, and the sum over $p'$, $\mathcal V d^3p'/(2\pi)^3$, against the other delta function gives $\mathcal Vp'^0/p'^-$. With $k\cdot p=(\omega/c)p^-$,
$$dP=\frac{2\pi}{\omega'\mathcal V}\,\frac{1}{4p^0p'^0\mathcal V^2}\,\frac{c^2}{\omega^2}\langle|M|^2\rangle\,\frac{\mathcal V^2p^0p'^0}{p^-p'^-}\,\frac{\mathcal V\,d^3k'}{(2\pi)^3},$$
and $d^3k'=\omega'^2d\omega'd\Omega/c^3$ gives
$$\frac{d^2P}{d\omega'd\Omega}=\frac{\omega'\langle|M|^2\rangle}{16\pi^2c^3\;k\cdot p\;k\cdot p'}.\tag{7}$$

The weak-field limit tests both (3) and (7). To first order $B_1=\tilde a(s)=\int ae^{is\varphi}d\varphi$, $B_0=-\alpha_1\tilde a/s$, and $B_2$ is negligible. For an electron at rest, $k\cdot p=\omega$, $p\cdot k'=\omega'$, $k\cdot p'=\omega'/s$, $r=s\omega/\omega'$, and $\alpha_1=-c\,e\cdot k'/k\cdot p'=s\sin\theta\cos\phi$, with $\theta,\phi$ the photon angles about the laser axis. Then (7) is $s|\tilde a|^2\,[r+1/r-2\sin^2\theta\cos^2\phi]/(8\pi^2c\,\omega)$. On the other side, the field strength is $c\omega|a'|$, the energy per area is $(c/4\pi)\int E^2dt=(c^3\omega/4\pi^2)\int_0^\infty s^2|\tilde a|^2ds$ by Parseval's theorem, and division by $s\omega$ gives $c^3s|\tilde a|^2/4\pi^2$ photons per area and unit $s$. The relation $k\cdot p'=k\cdot p-k\cdot k'$ reads $1/\omega'=1/s\omega+(1-\cos\theta)/c^2$, so $ds/d\omega'=s^2\omega/\omega'^2=r^2/\omega$. Multiplying by the Klein–Nishina cross section for a polarised incident photon, $(1/2c^4r^2)[r+1/r-2\sin^2\theta\cos^2\phi]$, reproduces the same expression. In the covariant sum (6) the term $-2\sin^2\theta\cos^2\phi$ comes entirely from $B_0$. This assignment belongs to that form of the sum: with two physical polarisation vectors in the rest frame and small recoil $s\omega\ll c^2$, the $B_1$ term alone carries the angular factor and $B_0$ contributes only at the order of the recoil.

Gauge invariance fixes the divergent integral $B_0$ in terms of the convergent $B_1$ and $B_2$, and (6) and (7) then give the emission spectrum. It remains to compute the phase and these two integrals numerically with a controlled error.
